# Why a weak field cools a Kittel antiferroelectric: test program

```python
"""
Inverse electrocaloric effect of a Kittel antiferroelectric.

Free energy per cell of two dipoles pa, pb in a field E:
  F = f (pa^2+pb^2) + g pa pb + h (pa^4+pb^4) - E (pa+pb)
theta = k_B T; f rises with theta at the rate lam; g and h are constant.
m = (pa+pb)/2 is the uniform part, l = (pa-pb)/2 the antipolar part.
Result under test: while l is not zero, the field changes the dipolar
entropy by dS = +4 lam m^2, for weak fields lam E^2 / (4 (g-f)^2),
so that the crystal cools when the field is applied adiabatically.
Microscopic origin: two-state dipoles of size mu, coupling J within a
sublattice and K between sublattices, treated in mean field.
Units: eV, e*angstrom, V/angstrom; entropy in k_B per cell.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import k, e

KB = k / e                      # eV per kelvin
MU = 2.0                        # e*angstrom
J0, K0 = 0.01, 0.03             # eV
THETA = 0.038                   # eV
FIELD = 0.002                   # V/angstrom
C_LAT = 30.0                    # k_B per cell
LAM = 1 / (2 * MU**2)
THETA_N = J0 + K0


def coefficients(theta, J=J0, K=K0, g_slope=0.0, h_slope=0.0):
    """Kittel coefficients; optional slopes of g and h about THETA."""
    f = (theta - J) / (2 * MU**2)
    g = K / MU**2 + g_slope * (theta - THETA)
    h = (J + K) / (12 * MU**4) + h_slope * (theta - THETA)
    return f, g, h


def free_energy(pa, pb, c, E):
    f, g, h = c
    return (f * (pa**2 + pb**2) + g * pa * pb
            + h * (pa**4 + pb**4) - E * (pa + pb))


AXIS = MU * np.linspace(-1.5, 1.5, 301)
GRID_A, GRID_B = np.meshgrid(AXIS, AXIS, indexing="ij")


def equilibrium(c, E):
    """Global minimum: grid search, then Newton refinement."""
    f, g, h = c
    values = free_energy(GRID_A, GRID_B, c, E)
    i = np.argmin(values)
    p = np.array([GRID_A.flat[i], GRID_B.flat[i]])
    for _ in range(60):
        grad = 2 * f * p + g * p[::-1] + 4 * h * p**3 - E
        hess = np.diag(2 * f + 12 * h * p**2) + g * np.array([[0, 1], [1, 0]])
        step = np.linalg.solve(hess, grad)
        p = p - step
        if np.max(np.abs(step)) < 1e-15:
            break
    assert np.all(np.linalg.eigvalsh(hess) > 0)
    assert free_energy(p[0], p[1], c, E) <= values.min() + 1e-14
    return max(p), min(p)


def entropy_from_derivative(theta, E, **slopes):
    """S = -dF_min/dtheta by central difference of the minimized energy."""
    d = 1e-5
    F = []
    for t in (theta + d, theta - d):
        c = coefficients(t, **slopes)
        F.append(free_energy(*equilibrium(c, E), c, E))
    return -(F[0] - F[1]) / (2 * d)


def entropy_change(theta, E, **slopes):
    return (entropy_from_derivative(theta, E, **slopes)
            - entropy_from_derivative(theta, 0.0, **slopes))


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


c0 = coefficients(THETA)
f, g, h = c0
l0 = np.sqrt((g - 2 * f) / (4 * h))
pa0, pb0 = equilibrium(c0, 0.0)
assert close(pa0, l0, 1e-9) and close(pb0, -l0, 1e-9)

# Antipolar branch: order, equation of state and entropy at several fields
for E in (0.001, 0.002, 0.004, 0.006):
    pa, pb = equilibrium(c0, E)
    m, l = (pa + pb) / 2, (pa - pb) / 2
    assert close(l**2, l0**2 - 3 * m**2, 1e-8)
    assert close(4 * (g - f) * m - 32 * h * m**3, E, 1e-8)
    assert close(entropy_change(THETA, E), 4 * LAM * m**2, 1e-4)

# Weak-field law, Maxwell relation and unequal response of the sublattices
weak = 0.0002
pa, pb = equilibrium(c0, weak)
m = (pa + pb) / 2
assert close(entropy_change(THETA, weak),
             LAM * weak**2 / (4 * (g - f)**2), 1e-3)
dt = 1e-5
dP = (sum(equilibrium(coefficients(THETA + dt), weak))
      - sum(equilibrium(coefficients(THETA - dt), weak))) / (2 * dt)
assert close(dP, weak * LAM / (2 * (g - f)**2), 2e-3)
gain_a, loss_b = pa - l0, l0 - abs(pb)
assert close(loss_b - gain_a, 3 * m**2 / l0, 2e-3)

# Temperature-dependent g and h; a steep g reverses the sign
h_rate = 1 / (12 * MU**4)
pa, pb = equilibrium(c0, 0.005)
m = (pa + pb) / 2
for g_rate in (0.0, 0.5 * LAM, 1.5 * LAM):
    numeric = entropy_change(THETA, 0.005, g_slope=g_rate, h_slope=h_rate)
    formula = 4 * (LAM - g_rate) * m**2 + 16 * h_rate * m**4
    assert close(numeric, formula, 1e-3)
    assert (numeric > 0) == (g_rate < LAM)

# Continuous end of the antipolar order and return of dS to zero
E_c = 4 / 3 * (f + g) * l0 / np.sqrt(3)
E_0 = 2 * g * l0
below, above = equilibrium(c0, 0.97 * E_c), equilibrium(c0, 1.03 * E_c)
assert below[0] - below[1] > 0.1 * MU and above[0] - above[1] < 1e-8
assert entropy_change(THETA, 1.2 * E_c) < entropy_change(THETA, 1.03 * E_c)
assert entropy_change(THETA, 0.98 * E_0) > 0 > entropy_change(THETA, 1.02 * E_0)

# Discontinuous case: overdamped relaxation finds the limit of stability
cold = 0.036
fs, gs, hs = coefficients(cold, J=0.03, K=0.01)
assert fs < gs / 3
l0s = np.sqrt((gs - 2 * fs) / (4 * hs))
m_s = np.sqrt((gs - fs) / (24 * hs))
E_s = 8 / 3 * (gs - fs) * m_s


def relax(pa, pb, E):
    for _ in range(20000):
        ga = 2 * fs * pa + gs * pb + 4 * hs * pa**3 - E
        gb = 2 * fs * pb + gs * pa + 4 * hs * pb**3 - E
        pa, pb = pa - 40 * ga, pb - 40 * gb
    return pa, pb


state = relax(float(l0s), float(-l0s), float(0.9 * E_s))
state = relax(*state, float(0.98 * E_s))
assert state[0] - state[1] > 0.2 * MU
dS_cold = -LAM * (state[0]**2 + state[1]**2 - 2 * l0s**2)
assert close(dS_cold, LAM * sum(state)**2, 1e-6)
state = relax(*state, float(1.05 * E_s))
assert abs(state[0] - state[1]) < 1e-3 * MU


# Adiabatic temperature change from conservation of the total entropy
def dipole_entropy(theta, E):
    pa, pb = equilibrium(coefficients(theta), E)
    return -LAM * (pa**2 + pb**2)


def adiabatic_shift(theta, E):
    start = dipole_entropy(theta, 0.0)

    def balance(t):
        return C_LAT * np.log(t / theta) + dipole_entropy(t, E) - start
    return brentq(balance, 0.98 * theta, 1.02 * theta, xtol=1e-15) - theta


C_DIP = LAM**2 * THETA / h
weak_dS = LAM * weak**2 / (4 * (g - f)**2)
assert close(adiabatic_shift(THETA, weak),
             -THETA * weak_dS / (C_LAT + C_DIP), 2e-3)
# Control above the ordering temperature: the normal effect
hot = 0.044
assert entropy_change(hot, FIELD) < 0 < adiabatic_shift(hot, FIELD)


# Untruncated mean field of two-state dipoles
def order_argument(theta):
    return brentq(lambda y: np.tanh(y) / y - theta / THETA_N, 1e-6, 50,
                  xtol=1e-15)


def two_state_entropy(theta, E):
    x0 = np.tanh(order_argument(theta))
    x = np.array([x0, -x0])
    for _ in range(60):
        grad = -J0 * x + K0 * x[::-1] - MU * E + theta * np.arctanh(x)
        hess = (np.diag(-J0 + theta / (1 - x**2))
                + K0 * np.array([[0, 1], [1, 0]]))
        step = np.linalg.solve(hess, grad)
        x = x - step
        if np.max(np.abs(step)) < 1e-15:
            break
    assert np.max(np.abs(step)) < 1e-11
    assert np.all(np.linalg.eigvalsh(hess) > 0)
    w = np.concatenate([(1 + x) / 2, (1 - x) / 2])
    return -np.sum(w * np.log(w))


def two_state_weak_law(theta, E):
    y = order_argument(theta)
    u = 2 * y / (THETA_N * np.sinh(2 * y))
    slope = (y**2 * (2 * y * np.cosh(2 * y) - np.sinh(2 * y))
             / (THETA_N**2 * np.sinh(y)**2 * (np.sinh(2 * y) - 2 * y)))
    return MU**2 * E**2 * slope / (1 + (K0 - J0) * u)**2


for ratio in (0.4, 0.6, 0.8, 0.95):
    t = ratio * THETA_N
    numeric = two_state_entropy(t, 5e-5) - two_state_entropy(t, 0.0)
    assert numeric > 0 and close(numeric, two_state_weak_law(t, 5e-5), 2e-3)
t = 0.999 * THETA_N
fn, gn, hn = coefficients(t)
numeric = two_state_entropy(t, 1.5e-5) - two_state_entropy(t, 0.0)
assert close(numeric, LAM * 1.5e-5**2 / (4 * (gn - fn)**2), 1e-2)

# Worked example
pa, pb = equilibrium(c0, FIELD)
m, l = (pa + pb) / 2, (pa - pb) / 2
dS_a, dS_b = -LAM * (pa**2 - l0**2), -LAM * (pb**2 - l0**2)
assert close(dS_a, 2 * LAM * (m**2 - l * m), 1e-7)
assert close(dS_b, 2 * LAM * (m**2 + l * m), 1e-7)
dS = entropy_change(THETA, FIELD)
uniform_part = -2 * LAM * m**2
order_part = -2 * LAM * (l**2 - l0**2)
assert close(uniform_part + order_part, dS, 1e-4)
assert close(order_part, -3 * uniform_part, 1e-6)
shift = adiabatic_shift(THETA, FIELD)
dS_weak = LAM * FIELD**2 / (4 * (g - f)**2)
shift_weak = -THETA * dS_weak / (C_LAT + C_DIP)
dS_full = two_state_entropy(THETA, FIELD) - two_state_entropy(THETA, 0.0)

print(f"dipole size mu = {MU:.1f} e*angstrom")
print(f"couplings J = {J0:.3f} eV, K = {K0:.3f} eV")
print(f"ordering temperature theta_N = {THETA_N:.3f} eV")
print(f"working temperature theta = {THETA:.3f} eV = {THETA/KB:.1f} K")
print(f"applied field E = {FIELD:.4f} V/angstrom")
print(f"lattice heat capacity = {C_LAT:.1f} k_B per cell")
print(f"lam = {LAM:.4f} 1/(e*angstrom)^2")
print(f"f = {f:.6f} eV/(e*angstrom)^2")
print(f"g = {g:.6f} eV/(e*angstrom)^2")
print(f"h = {h:.4e} eV/(e*angstrom)^4")
print(f"zero-field l0 = {l0:.5f} e*angstrom")
print(f"in field: pa = {pa:.5f}, pb = {pb:.5f} e*angstrom")
print(f"in field: m = {m:.5f}, l = {l:.5f} e*angstrom")
print(f"gain of pa = {pa-l0:.5f} e*angstrom")
print(f"loss of |pb| = {l0-abs(pb):.5f} e*angstrom")
print(f"entropy change, parallel sublattice = {dS_a:.5f} k_B")
print(f"entropy change, antiparallel sublattice = {dS_b:.5f} k_B")
print(f"part from uniform polarization = {uniform_part:.5f} k_B")
print(f"part from lost antipolar order = {order_part:.5f} k_B")
print(f"total dS = {dS:.5f} k_B per cell")
print(f"weak-field law for dS = {dS_weak:.5f} k_B per cell")
print(f"two-state mean field, untruncated dS = {dS_full:.5f} k_B per cell")
print(f"dipolar heat capacity = {C_DIP:.3f} k_B per cell")
print(f"adiabatic change = {shift:.4e} eV = {shift/KB:.4f} K")
print(f"weak-field law for it = {shift_weak:.4e} eV = {shift_weak/KB:.4f} K")
print(f"antipolar order ends at E_c = {E_c:.5f} V/angstrom")
print(f"dS returns to zero at E_0 = {E_0:.5f} V/angstrom")
print("field scan: E (V/angstrom), l (e*angstrom), dS (k_B), dT (K)")
for E in (0.002, 0.004, 0.006, 0.008, 0.010, 0.012):
    a, b = equilibrium(c0, E)
    print(f"  {E:.3f}  {abs(a-b)/2:.4f}  {entropy_change(THETA, E):+.5f}"
          f"  {adiabatic_shift(THETA, E)/KB:+.4f}")
print("discontinuous case: J = 0.030 eV, K = 0.010 eV, theta = "
      f"{cold:.3f} eV")
print(f"  stability limit E_s = {E_s:.5f} V/angstrom")
print(f"  dS at 0.98 E_s = {dS_cold:.5f} k_B per cell")
print("no test failed")
```

Running it gives:

```
dipole size mu = 2.0 e*angstrom
couplings J = 0.010 eV, K = 0.030 eV
ordering temperature theta_N = 0.040 eV
working temperature theta = 0.038 eV = 441.0 K
applied field E = 0.0020 V/angstrom
lattice heat capacity = 30.0 k_B per cell
lam = 0.1250 1/(e*angstrom)^2
f = 0.003500 eV/(e*angstrom)^2
g = 0.007500 eV/(e*angstrom)^2
h = 2.0833e-04 eV/(e*angstrom)^4
zero-field l0 = 0.77460 e*angstrom
in field: pa = 0.86913, pb = -0.61747 e*angstrom
in field: m = 0.12583, l = 0.74330 e*angstrom
gain of pa = 0.09454 e*angstrom
loss of |pb| = 0.15712 e*angstrom
entropy change, parallel sublattice = -0.01942 k_B
entropy change, antiparallel sublattice = 0.02734 k_B
part from uniform polarization = -0.00396 k_B
part from lost antipolar order = 0.01187 k_B
total dS = 0.00792 k_B per cell
weak-field law for dS = 0.00781 k_B per cell
two-state mean field, untruncated dS = 0.00928 k_B per cell
dipolar heat capacity = 2.850 k_B per cell
adiabatic change = -9.1514e-06 eV = -0.1062 K
weak-field law for it = -9.0373e-06 eV = -0.1049 K
antipolar order ends at E_c = 0.00656 V/angstrom
dS returns to zero at E_0 = 0.01162 V/angstrom
field scan: E (V/angstrom), l (e*angstrom), dS (k_B), dT (K)
  0.002  0.7433  +0.00792  -0.1062
  0.004  0.6338  +0.03304  -0.4422
  0.006  0.3391  +0.08084  -1.0761
  0.008  0.0000  +0.07641  -1.1183
  0.010  0.0000  +0.03704  -0.5416
  0.012  0.0000  -0.00934  +0.1364
discontinuous case: J = 0.030 eV, K = 0.010 eV, theta = 0.036 eV
  stability limit E_s = 0.00276 V/angstrom
  dS at 0.98 E_s = 0.13620 k_B per cell
no test failed
```
